\section*{Thermal and field-assisted hole emission from boron in silicon at 4.2 K}

\section{The decision and a quick estimate}

A transient simulation of a silicon device at 4.2 K must decide how boron acceptors become charged after a gate step. If neutral boron releases its hole thermally within the simulated time, thermal emission can supply the charge, although a field may shorten the wait considerably. If it does not, a simulation that follows ionization by rates produces the depletion charge only if it contains another ionization process. An equilibrium occupation formula would supply the charge once the bands bend by about 24 meV in uncompensated material, or by only a few meV when compensating donors pin the Fermi level near the acceptor level, but it would not show how the hole escapes.

Take a binding energy $E_A=45$ meV. At 4.2 K, $kT=0.362$ meV, so $E_A/kT=124$ and $e^{E_A/kT}\approx10^{54}$. With roughly $10^{10}$ escape attempts per second, the waiting time is
\[
\tau\sim\frac{10^{54}}{10^{10}\ \mathrm{s^{-1}}}=10^{44}\ \mathrm{s}.
\]
The age of the universe is about $4.4\times10^{17}$ s. An error of several decades in the attempt rate would not matter. The attempt rate still needs a derivation, and excluding thermal emission does not by itself show that the field does the work.

\section{Thermal emission from detailed balance}

Hole energies $\varepsilon$ are counted from the valence-band edge, positive into the band; the bound hole has energy $-E_A$. The neutral acceptor has $g=4$ ground states and the ionized acceptor one. The heavy and light bands are taken as parabolic and isotropic, each with two spin states. The capture cross section $\sigma$ is taken as independent of energy.

In equilibrium with a dilute hole gas of chemical potential $\mu$, the occupation probabilities obey
\[
\frac{P_0}{P_-}=g\,e^{(E_A+\mu)/kT},\qquad
\bar n_s=e^{(\mu-\varepsilon_s)/kT},
\]
where $P_0$ and $P_-$ refer to the neutral and ionized acceptor and $\bar n_s$ to band state $s$. A hole with speed $v_s$ in volume $V_{\rm b}$ is captured at rate $\sigma v_s/V_{\rm b}$. Equating emission and capture, with emission rate $e_p$, gives
\begin{align}
P_0e_p&=P_-\sum_s\frac{\sigma v_s}{V_{\rm b}}e^{(\mu-\varepsilon_s)/kT},\nonumber\\
e_p&=\frac{e^{-E_A/kT}}{gV_{\rm b}}\sum_s\sigma v_s e^{-\varepsilon_s/kT}.
\end{align}
The chemical potential has cancelled. Emission depends on the acceptor and its surroundings at temperature $T$, so the result also holds when no free holes are present.

For one band of mass $m_i$, the state sum becomes a momentum integral, with $v=p/m_i$:
\[
\frac1{V_{\rm b}}\sum_s v_se^{-\varepsilon_s/kT}
=\frac{8\pi}{m_ih^3}\int_0^\infty p^3e^{-p^2/2m_ikT}\,dp.
\]
Put $u=p^2/(2m_ikT)$. Then $p\,dp=m_ikT\,du$ and $p^2=2m_ikTu$, so the integral is $2(m_ikT)^2\int_0^\infty ue^{-u}du=2(m_ikT)^2$. Each band contributes $16\pi m_i(kT)^2/h^3$. Adding the two bands,
\begin{equation}
\tau=\frac{e^{E_A/kT}}{\nu},\qquad
\nu=\frac{16\pi\sigma(m_h+m_l)(kT)^2}{gh^3}.
\end{equation}

Rough silicon values are $m_h=0.49m_0$, $m_l=0.16m_0$ and $\sigma=10^{-12}$ cm$^2$. They give $\nu=8.6\times10^9$ s$^{-1}$ and
\[
\tau=\frac{9.9\times10^{53}}{8.6\times10^9\ \mathrm{s^{-1}}}
\approx1.2\times10^{44}\ \mathrm{s}
\approx3.7\times10^{36}\ \mathrm{yr}.
\]
A direct sum over the states of a finite periodic box reproduces the prefactor to better than 0.01\%. The uncertainty lies in the material values and in the simplified bands and cross section, not in the evaluation of the integral.

\subsection*{How much error the conclusion tolerates}

A generous cross section is the disk within which the Coulomb attraction exceeds $kT$:
\[
\frac{q^2}{4\pi\epsilon r_T}=kT
\quad\Longrightarrow\quad
r_T=\frac{q^2}{4\pi\epsilon kT}=340\ \mathrm{nm},
\]
for relative permittivity 11.7. Its area, $3.6\times10^{-9}$ cm$^2$, shortens $\tau$ to $3.2\times10^{40}$ s. This is a high estimate of capture, not a strict bound.

Neighbouring acceptors can also lower the binding energy. At $N_A=10^{17}$ cm$^{-3}$, the radius containing one acceptor on average is $(3/4\pi N_A)^{1/3}=13.4$ nm, where the Coulomb energy is 9.2 meV. Subtracting all of it from $E_A$, and keeping the large cross section, still leaves $2.8\times10^{29}$ s. This lowering is an estimate, not a bound, and the time is steep in it: 20 meV would give $4\times10^{16}$ s and 28 meV $2\times10^{7}$ s, shorter than the age of the universe but still far beyond any simulated transient.

With the original prefactor, $\tau$ equals the age of the universe for a binding energy of 23 meV at 4.2 K. Alternatively, with $E_A$ and $\sigma$ held fixed, it does so at 8.1 K, and it falls to 1 s at 20 K. The claim therefore belongs to the lowest temperatures and to well-bound holes.

\section{What an electric field changes}

\subsection*{Lowering the barrier}

Along the direction in which a field of magnitude $F$ pulls the hole,
\[
U(r)=-\frac{q^2}{4\pi\epsilon r}-qFr.
\]
Setting $U'(r)=q^2/(4\pi\epsilon r^2)-qF=0$ gives $r_m=\sqrt{q/(4\pi\epsilon F)}$. The two terms are equal there, so the barrier top lies below the band edge by
\begin{equation}
\Delta E=2qFr_m=q\sqrt{\frac{qF}{\pi\epsilon}}.
\end{equation}
This is the Poole--Frenkel lowering. Neglecting the field shift of the bound level, the classical barrier on this axis vanishes when $\Delta E=E_A$, at $F_{\rm PF}=\pi\epsilon E_A^2/q^3=41$ kV/cm.

Thermal escape over the lowered barrier takes 1 $\mu$s when the remaining barrier is $B=kT\ln(\nu\times1\,\mu\mathrm{s})=3.3$ meV, if $\nu$ is unchanged by the field. Since $\Delta E=E_A\sqrt{F/F_{\rm PF}}$, the required field is $F_{\rm PF}(1-B/E_A)^2=35$ kV/cm. This applies the on-axis lowering to every escape direction. At angle $\vartheta$ to the axis the lowering is only $\Delta E\sqrt{\cos\vartheta}$, and averaging the rate over directions raises the field to about 38 kV/cm. Tunnelling reaches this rate at a lower field.

\subsection*{Tunnelling through the barrier}

Replace the acceptor by a hydrogenic centre whose mass is chosen to give the binding energy $E_A$. Its radius, mass and field unit are
\[
a=\frac{q^2}{8\pi\epsilon E_A},\quad
m_*=\frac{\hbar^2}{2E_Aa^2},\quad
F_0=\frac{2E_A}{qa},
\]
or 1.37 nm, $0.453m_0$ and 658 kV/cm. Measure length in $a$, energy in $2E_A$, time in $\hbar/2E_A$, and let $f=F/F_0$. Then
\[
\left(-\tfrac12\nabla^2-\frac1r+fz\right)\psi=E\psi,
\]
with escape towards negative $z$. Let $\xi=r+z$ and $\eta=r-z$. For an axially symmetric state,
\[
-\tfrac12\nabla^2\psi=-\frac2{\xi+\eta}
\left[\partial_\xi(\xi\partial_\xi\psi)+\partial_\eta(\eta\partial_\eta\psi)\right].
\]
Multiplication by $r=(\xi+\eta)/2$, with $rz=(\xi^2-\eta^2)/4$ and $\psi=u(\xi)v(\eta)$, separates the equation:
\begin{align}
-(\xi u')'+\left(\frac{f\xi^2}{4}-\frac{E\xi}{2}\right)u&=Z_1u,\nonumber\\
-(\eta v')'-\left(\frac{f\eta^2}{4}+\frac{E\eta}{2}\right)v&=Z_2v,
\quad Z_1+Z_2=1.
\end{align}
At zero field, $\psi=e^{-(\xi+\eta)/2}/\sqrt\pi$, $E=-1/2$ and $Z_1=Z_2=1/2$.

Write $v\propto\chi/\sqrt\eta$. Since $(\eta v')'$ becomes $\sqrt\eta\,[\chi''+\chi/(4\eta^2)]$,
\[
\chi''+\left[-\frac14+\frac1{2\eta}+\frac1{4\eta^2}+\frac{f\eta}{4}\right]\chi=0.
\]
The zero-field $E$ and $Z_2$ suffice at leading order. Their shifts are of order $f^2$ and $f$, and over a barrier of length $1/f$ they change the exponent by terms of order $f$ and $f\ln(1/f)$.

Choose $\eta_0$ with $1\ll\eta_0\ll1/\sqrt f$, so that the field's effect on the exponent up to $\eta_0$, beyond the zero-field decay, is of order $f\eta_0^2$ and negligible. There the bound state gives $\chi=\sqrt{\eta_0}e^{-\eta_0/2}$, in the normalization $\psi=e^{-\xi/2}\chi/\sqrt{\pi\eta}$. The $1/\eta^2$ term is negligible beyond $\eta_0$. To first order in the Coulomb term, the decay constant is
\[
\kappa=\tfrac12\sqrt{1-f\eta}-\frac1{2\eta\sqrt{1-f\eta}}.
\]
The two parts of $2\int\kappa\,d\eta$, taken from $\eta_0$ to $1/f$, are
\begin{align*}
\int\sqrt{1-f\eta}\,d\eta&=\frac2{3f}(1-f\eta_0)^{3/2}
\simeq\frac2{3f}-\eta_0,\\
\int\frac{d\eta}{\eta\sqrt{1-f\eta}}
&=\ln\frac{1+s_0}{1-s_0}\simeq\ln\frac4{f\eta_0},
\end{align*}
where $s_0=\sqrt{1-f\eta_0}\simeq1-f\eta_0/2$; the second integral uses $s=\sqrt{1-f\eta}$ as variable. The semiclassical connection to an outgoing wave of local wave number $p(\eta)$ multiplies $|\chi(\eta_0)|^2$ by $\kappa(\eta_0)/p\simeq1/(2p)$ and by $e^{-2\int\kappa d\eta}$:
\[
|\chi|^2=\frac{\eta_0e^{-\eta_0}}{2p}\,
\frac4{f\eta_0}e^{\eta_0-2/(3f)}
=\frac2{fp}e^{-2/(3f)}.
\]
The matching point cancels.

Far away $\eta\simeq-2z$, so the outward speed is $2p$. The distance $\rho$ from the axis satisfies $\rho^2=\xi\eta$, giving an area element $\pi\eta\,d\xi$. The escaping flux is
\[
\int_0^\infty\frac{e^{-\xi}|\chi|^2}{\pi\eta}\,2p\,\pi\eta\,d\xi
=2p|\chi|^2=\frac4fe^{-2/(3f)}.
\]
Restoring the time unit,
\begin{equation}
\Gamma_F=\frac{2E_A}{\hbar}\frac4f e^{-2/(3f)},\qquad f\ll1.
\end{equation}

With $2E_A/\hbar=1.37\times10^{14}$ s$^{-1}$, emission takes 1 s at 11.6 kV/cm and 1 $\mu$s at 18.5 kV/cm. The latter field has $f=0.0281$, so the exponent is $2/(3f)=23.7$. The digits describe the model, not a real sample: changing $E_A$ by 1 meV, with $a$ and $m_*$ recalculated, moves both fields by about 4\%.

\subsection*{Beyond the weak-field formula}

Near the barrier top the separated equations must be solved without the small-$f$ expansion. Replace $\xi$ and $\eta$ by $e^{i\theta}\xi$ and $e^{i\theta}\eta$. At large distance the outgoing factor $\exp(i\sqrt f\,\eta^{3/2}/3)$ and the confined factor $\exp(-\sqrt f\,\xi^{3/2}/3)$ then both decay for $0<\theta<\pi/3$. A finite set of Laguerre functions can represent them, and $Z_1(E)+Z_2(E)=1$ determines a complex energy. The decay rate is $-2\,\mathrm{Im}\,E$ in the present units.

At $f=0.028$ this calculation gives 0.77 times the weak-field rate. Because the rate is so steep in $F$, that correction raises the 1 $\mu$s field by only about 1\%. The ratio is 0.72 at $f=0.034$, and linear extrapolation from these two points to $f=0$ gives 0.985, consistent with the limit of 1.

\section{Comparison in a thin layer and a thick wafer}

Consider a 200 nm p-type layer on a metallic p$^+$ layer, with 1 V held across the silicon. Before ionization the frozen layer carries no space charge, so its field is uniform:
\[
F=\frac{1\ \mathrm V}{200\ \mathrm{nm}}=50\ \mathrm{kV/cm}.
\]
This exceeds $F_{\rm PF}$, so the classical barrier on the field axis is gone. Escape is still not free, because motion across the axis also takes energy: with the zero-field $E$ and $Z_2$, the bracket in the equation for $\chi$ is still negative, about $-0.045$, at $\eta=5$. The complex-energy calculation gives an emission time of 2.2 ps; the weak-field formula, outside its range, would give 0.9 ps.

For a final layer of fully ionized acceptors, the field rises from zero at the depletion edge as $F=qN_Ay/\epsilon$. Integrating to the surface gives $V=qN_AW^2/(2\epsilon)$, hence
\[
W=\sqrt{\frac{2\epsilon V}{qN_A}}=114\ \mathrm{nm},\qquad
F_s=\frac{qN_AW}{\epsilon}=176\ \mathrm{kV/cm}.
\]
This final state assumes that mobile holes screen the field beyond the depletion edge; a frozen region without them would not. Within the depleted layer, the field is below the 1 $\mu$s value only in the 12 nm next to that edge. An abrupt edge is therefore an idealization. Transport and recapture of the released holes, which set the path to this final state, are not calculated here.

Now spread the same 1 V uniformly across a frozen 500 $\mu$m wafer. The field is 20 V/cm. Tunnelling would take roughly $10^{9500}$ s, with an exponent no more accurate than the model, and the barrier falls by just 1 meV, leaving a thermal time of order $10^{43}$ s ($7\times10^{42}$ s with the on-axis lowering, $3\times10^{43}$ s averaged over directions). The barrier top then lies about 250 nm from the acceptor, beyond many neighbours, so only the order of magnitude is meaningful. Field emission cannot start the depletion layer here unless something first concentrates the voltage. A junction, a contact or hopping between acceptors might do so, as might light or injected carriers that ionize a thin sheet of acceptors a short distance below the surface. A sheet of charge density $\sigma_s$ at depth $d$ in a wafer of thickness $L$ leaves the field $(V-\sigma_sd/\epsilon)/L$ beyond it. As long as $\sigma_sd/\epsilon<2V$, it therefore raises the field only on the neutral acceptors between it and the surface.

\section{Conditions in real devices}

A doping of $10^{17}$ cm$^{-3}$ is a rough value for a transistor body; the thin layer on a metallic back layer is a special geometry. Here $N_A^{1/3}a=0.06$, well below the rough value 0.25 at which impurity states become metallic. The isolated-acceptor rate is nevertheless an estimate: at the 1 $\mu$s field the hole leaves the barrier about 21 nm away along the field axis, where $U(r)=-E_A$, farther than the 13 nm typical of a neighbouring acceptor. Heavier doping weakens the assumption further. The real valence band is also anisotropic and mixed. At fixed $E_A$ the tunnelling exponent scales as $\sqrt m/F$, so using the light-hole mass at the same exponent moves the 1 $\mu$s field from 18.5 to about 11 kV/cm. The Coulomb prefactor also falls with the mass, which brings this back to roughly 13 kV/cm. The lightest decay mass under the barrier depends on direction, from about $0.12m_0$ along [111] to $0.20m_0$ along [100], so such estimates span roughly 12 to 14 kV/cm.

Darkness also matters wherever field emission is slower than photoionization. Detailed balance assumed surroundings at 4.2 K. A sample exposed to a full hemisphere of 300 K radiation receives $2.7\times10^{18}$ photons cm$^{-2}$ s$^{-1}$ with energy above $E_A$. For a rough photoionization cross section of $10^{-15}$ cm$^2$, taken as constant above $E_A$, and no reflection or absorption on the way, boron is ionized in 0.4 ms. A cross section that falls with photon energy lengthens this to the order of 1 ms. Electrons injected from a source or drain can also charge the acceptor, by recombining with its bound hole. Free holes accelerated by the field can ionize neutral boron by impact, possibly at fields below those needed for tunnelling.

The simulation should therefore not rely on zero-field thermal emission at 4.2 K. Field-assisted emission from the acceptor is the natural replacement when light, injected carriers, impact ionization and hopping are negligible and the voltage falls over a sufficiently short distance. Otherwise the competing process must be included. The numerical output lists the main values used in these comparisons.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 4.2 K; kT: 0.3619 meV
Boron binding energy: 45.0 meV; degeneracy: 4
Heavy, light hole mass: 0.49, 0.16 m0
Relative permittivity: 11.7
Capture cross section: 1.0e-12 cm2
E_A/kT: 124.33; exp(E_A/kT): 9.945e+53
Thermal prefactor nu: 8.600e+09 1/s
State-sum prefactor / formula: 0.999958
Thermal emission time: 1.156e+44 s = 3.664e+36 yr
Age of universe: 4.355e+17 s; time ratio: 2.655e+26
Expected emissions from 1 cm3 in that age: 3.77e-10
Thomson radius: 340.1 nm
Ceiling cross section: 3.63e-09 cm2
Thermal time with ceiling cross section: 3.18e+40 s
Mean neighbour distance: 13.37 nm
Coulomb energy at that distance: 9.21 meV
Thermal time with both changes: 2.84e+29 s
Binding energy for tau = universe age: 22.98 meV
Temperature for tau = universe age: 8.06 K
Temperature for tau = 1 s: 20.08 K
Effective radius a: 1.367 nm; mass: 0.453 m0
N_A^(1/3) a: 0.0635
Field unit F_0: 658.1 kV/cm; 2E_A/hbar: 1.367e+14 1/s
Classical barrier vanishes at: 41.13 kV/cm
Tunnelling in 1 s at: 11.55 kV/cm
Tunnelling in 1 us at: 18.52 kV/cm
Reduced field f for 1 us: 0.02814
Poole-Frenkel emission in 1 us at: 35.36 kV/cm
1 us field scaled to light-hole mass: 11.01 kV/cm
f=0.028: width 5.004e-09 a.u., width/weak-field 0.7670
f=0.034: width 2.585e-07 a.u., width/weak-field 0.7202
Width ratio extrapolated to f=0: 0.9852
Doping: 1.0e+17 cm-3; silicon voltage: 1.0 V
Layer: 200 nm; initial field: 50.0 kV/cm
Initial reduced field: 0.07597; width: 3.273e-03 a.u.
Emission time at initial field: 2.235 ps
Weak-field formula there: 0.899 ps
Final depletion width: 113.7 nm
Final surface field: 175.9 kV/cm
Edge thickness below the 1 us field: 11.98 nm
Frozen wafer: 500 um; field: 20.0 V/cm
Wafer log10(tunnelling time / s): 9508
Wafer Poole-Frenkel lowering: 0.992 meV
Wafer Poole-Frenkel thermal time: 7.46e+42 s
Photoionization cross section: 1.0e-15 cm2
300 K photon flux above E_A: 2.70e+18 1/(cm2 s)
Photoionization time in that flux: 0.370 ms
\end{verbatim}
